# Exchange of a Gallium 3d Electron with the Filled 3p Shell: verification in Python

```python
"""
Result under test: exchange energy of one 3d electron with a filled 3p shell,
    E_x = -(2/5) G1 - (9/35) G3,
    Gk = e^2/(4 pi eps0) * double integral of
         R3p(r) R3d(r) [r_<^k / r_>^(k+1)] R3p(s) R3d(s) r^2 s^2 dr ds.
R3p, R3d: normalized radial functions; r_<, r_>: smaller and larger of r, s.
Case: Ga+ (3d10 4s2), restricted Hartree-Fock, even-tempered Gaussians.
Independent side: exchange matrix from four-centre Coulomb integrals.
Lengths inside the program are in bohr; printed energies are in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.special import eval_legendre
from pyscf import gto, scf, dft

BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
COULOMB_EV_NM = const.e / (4 * np.pi * const.epsilon_0) * 1e9

# ---------- angular part, by quadrature over two unit spheres ----------
z_nodes, z_weights = np.polynomial.legendre.leggauss(10)
phi = 2 * np.pi * np.arange(20) / 20
z = np.repeat(z_nodes, 20)
rho = np.sqrt(1 - z**2)
x, y = rho * np.tile(np.cos(phi), 10), rho * np.tile(np.sin(phi), 10)
weight = np.repeat(z_weights, 20) * 2 * np.pi / 20
directions = np.array([x, y, z])
cos_gamma = np.clip(directions.T @ directions, -1, 1)
p_harm = np.sqrt(3 / (4 * np.pi)) * directions
d_harm = np.array([np.sqrt(15 / (4 * np.pi)) * x * y,
                   np.sqrt(15 / (4 * np.pi)) * y * z,
                   np.sqrt(15 / (4 * np.pi)) * z * x,
                   np.sqrt(15 / (16 * np.pi)) * (x**2 - y**2),
                   np.sqrt(5 / (16 * np.pi)) * (3 * z**2 - 1)])

# closed-shell sum of p harmonics
assert np.allclose(p_harm.T @ p_harm, 3 / (4 * np.pi) * cos_gamma, atol=1e-12)
# projection of Legendre kernels on the d harmonics
for L in range(6):
    projected = (d_harm * weight) @ eval_legendre(L, cos_gamma) @ (d_harm * weight).T
    expected = 4 * np.pi / 5 * np.eye(5) if L == 2 else np.zeros((5, 5))
    assert np.allclose(projected, expected, atol=1e-11)
# pair coefficients [k, d orbital, p orbital] straight from the definition
product = d_harm[:, None, :] * p_harm[None, :, :] * weight
pair_coef = np.array([((product @ eval_legendre(k, cos_gamma)) * product).sum(-1)
                      for k in range(6)])
shell_coef = pair_coef.sum(axis=2)
for k, value in enumerate([0, 2 / 5, 0, 9 / 35, 0, 0]):
    assert np.allclose(shell_coef[k], value, atol=1e-11)

# ---------- Hartree-Fock orbitals ----------
SHELLS = {"1s": (0, [0]), "2s": (0, [1]), "2p": (1, [2, 3, 4]),
          "3s": (0, [5]), "3p": (1, [6, 7, 8]),
          "3d": (2, [9, 10, 11, 12, 13]), "4s": (0, [14])}


def gallium(charge, ratio, counts):
    basis = [[l, [start * ratio**n, 1.0]]
             for l, start, count in zip((0, 1, 2), (0.04, 0.15, 0.12), counts)
             for n in range(count)]
    return gto.M(atom="Ga 0 0 0", basis={"Ga": basis}, charge=charge,
                 spin=0, verbose=0)


def hartree_fock(mol, eri, relativistic=False):
    mf = scf.RHF(mol)
    if relativistic:
        mf = mf.sfx2c1e()
    mf._eri = eri
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-9, 1e-5, 100
    mf.kernel()
    assert mf.converged
    return mf


def radial_function(mf, name):
    """Common radial function of a shell, from its orbital coefficients."""
    mol, (l, columns) = mf.mol, SHELLS[name]
    loc = mol.ao_loc_nr()
    same_l = [b for b in range(mol.nbas) if mol.bas_angular(b) == l]
    other_l = [b for b in range(mol.nbas) if mol.bas_angular(b) != l]
    for b in other_l:
        assert np.abs(mf.mo_coeff[loc[b]:loc[b + 1], columns]).max() < 1e-3
    block = np.array([mf.mo_coeff[loc[b]:loc[b + 1], columns].ravel()
                      for b in same_l])
    u, s, _ = np.linalg.svd(block, full_matrices=False)
    assert len(s) == 1 or s[1] < 1e-3 * s[0]   # one radial function per shell
    exponents = [mol.bas_exp(b)[0] for b in same_l]
    coefs = u[:, 0] * s[0] / np.sqrt(2 * l + 1)
    terms = [(c * gto.gto_norm(l, a), a) for c, a in zip(coefs, exponents)]
    return lambda r: r**l * sum(c * np.exp(-a * r**2) for c, a in terms)


log_r = np.linspace(np.log(1e-5), np.log(40.0), 700)
r_grid = np.exp(log_r)
r_weight = r_grid * (log_r[1] - log_r[0])
t_nodes, t_weights = np.polynomial.legendre.leggauss(90)
t_nodes, t_weights = (t_nodes + 1) / 2, t_weights / 2


def slater_G(k, radial_a, radial_b):
    """Slater exchange integral in eV; the inner radius is s = r t, 0 < t < 1."""
    def pair(r):
        return radial_a(r) * radial_b(r) * r**2
    inner = pair(r_grid[:, None] * t_nodes) @ (t_weights * t_nodes**k)
    return COULOMB_EV_NM / BOHR_NM * 2 * np.sum(r_weight * pair(r_grid) * inner)


def formula_exchange(mf):
    r3p, r3d = radial_function(mf, "3p"), radial_function(mf, "3d")
    g1, g3 = slater_G(1, r3p, r3d), slater_G(3, r3p, r3d)
    return g1, g3, -2 / 5 * g1 - 9 / 35 * g3


def shell_density_matrix(mf, name):
    c = mf.mo_coeff[:, SHELLS[name][1]]
    return c @ c.T          # one electron of one spin in each orbital


def direct_exchange(mf, name):
    """Exchange of each 3d orbital with the parallel-spin electrons of a shell."""
    k_matrix = mf.get_k(mf.mol, shell_density_matrix(mf, name))
    d = mf.mo_coeff[:, SHELLS["3d"][1]]
    return -np.diag(d.T @ k_matrix @ d) * HARTREE_EV


COUNTS = (20, 13, 10)
mol = gallium(1, 2.4, COUNTS)
eri = mol.intor("int2e", aosym="s8")
ion = hartree_fock(mol, eri)
dm = ion.make_rdm1()
kinetic = np.sum(dm * mol.intor("int1e_kin"))
virial = -(ion.e_tot - kinetic) / kinetic
assert abs(virial - 2) < 1e-4

radial = {name: radial_function(ion, name) for name in SHELLS}
for f in radial.values():
    assert abs(np.sum(r_weight * r_grid**2 * f(r_grid)**2) - 1) < 1e-5
mean_r = {n: np.sum(r_weight * r_grid**3 * radial[n](r_grid)**2) * BOHR_NM
          for n in ("3s", "3p", "3d", "4s")}

# ---------- main test: formula against the four-centre integrals ----------
G1, G3, E_formula = formula_exchange(ion)
by_shell = {name: direct_exchange(ion, name) for name in SHELLS}
E_direct = by_shell["3p"]
assert np.ptp(E_direct) < 1e-3                      # same for all five 3d
assert np.allclose(E_direct, E_formula, atol=1e-3)  # eV, SCF convergence
G2_3s = slater_G(2, radial["3s"], radial["3d"])
assert np.allclose(by_shell["3s"], -G2_3s / 5, atol=1e-3)

# parallel-spin counting: rebuild the 3d orbital energy of the SCF
d_orb = ion.mo_coeff[:, SHELLS["3d"][1]]
hartree_part = np.diag(d_orb.T @ (ion.get_hcore() + ion.get_j(mol, dm)) @ d_orb)
rebuilt = hartree_part * HARTREE_EV + sum(by_shell.values())
eps_3d = ion.mo_energy[SHELLS["3d"][1]] * HARTREE_EV
assert np.allclose(rebuilt, eps_3d, atol=5e-3)

# ---------- core-valence exchange: exact against local density ----------
CORE = ("1s", "2s", "2p", "3s", "3p")


def density(names):
    return sum(2 * (2 * SHELLS[n][0] + 1) * radial[n](r_grid)**2
               for n in names) / (4 * np.pi)


def lda_potential(n):
    v = dft.libxc.eval_xc("LDA,", n, spin=0)[1][0]
    dense = n > 1e-6
    assert np.allclose(v[dense], -(3 * n[dense] / np.pi)**(1 / 3), rtol=1e-6)
    return v


n_all, n_valence = density(SHELLS), density(("3d", "4s"))
electrons = np.sum(r_weight * 4 * np.pi * r_grid**2 * n_all)
assert abs(electrons - mol.nelectron) < 1e-3
core_exact = sum(by_shell[n].mean() for n in CORE)
core_lda = HARTREE_EV * np.sum(r_weight * r_grid**2 * radial["3d"](r_grid)**2
                               * (lda_potential(n_all) - lda_potential(n_valence)))
MIXING = 0.25
hybrid_shift = MIXING * (core_exact - core_lda)

# ---------- sizes of neglected effects ----------
OMEGA = 0.11   # screening parameter, 1/bohr
with mol.with_range_coulomb(OMEGA):
    k_long = scf.hf.get_jk(mol, shell_density_matrix(ion, "3p"))[1]
E_long = -np.diag(d_orb.T @ k_long @ d_orb).mean() * HARTREE_EV
G1_rel, G3_rel, E_rel = formula_exchange(hartree_fock(mol, eri, True))
G1_3plus, G3_3plus, E_3plus = formula_exchange(
    hartree_fock(gallium(3, 2.4, COUNTS), eri))
small = gallium(1, 2.9, (16, 10, 7))
E_small = formula_exchange(
    hartree_fock(small, small.intor("int2e", aosym="s8")))[2]
assert abs(E_small - E_formula) < 0.2

# ---------- output ----------
print(f"angular coefficient of G1, filled 3p: {shell_coef[1, 4]:.6f}")
print(f"angular coefficient of G3, filled 3p: {shell_coef[3, 4]:.6f}")
for i, label in ((0, "p_x"), (1, "p_y"), (2, "p_z")):
    a1, a3 = pair_coef[1, 4, i], pair_coef[3, 4, i]
    print(f"d_z2 with {label}: G1 coef {a1:.6f}, G3 coef {a3:.6f}, "
          f"-K = {-(a1 * G1 + a3 * G3):.3f} eV")
print(f"Ga+ basis functions: {mol.nao}")
print(f"Ga+ virial ratio -V/T: {virial:.7f}")
for name, value in mean_r.items():
    print(f"mean radius {name}: {value:.4f} nm")
print(f"G1(3p,3d): {G1:.3f} eV")
print(f"G3(3p,3d): {G3:.3f} eV")
print(f"G1 term -(2/5)G1: {-2 / 5 * G1:.3f} eV")
print(f"G3 term -(9/35)G3: {-9 / 35 * G3:.3f} eV")
print(f"3d-3p exchange, formula: {E_formula:.4f} eV")
print(f"3d-3p exchange, formula: {E_formula * const.e * 1e18:.4f} aJ")
print(f"3d-3p exchange, four-centre integrals: {E_direct.mean():.4f} eV")
print(f"largest difference over the five 3d: "
      f"{np.abs(E_direct - E_formula).max():.1e} eV")
print(f"G2(3s,3d): {G2_3s:.3f} eV")
for name, value in by_shell.items():
    note = " (with self-term)" if name == "3d" else ""
    print(f"3d exchange with {name}{note}: {value.mean():.3f} eV")
print(f"3d orbital energy in Ga+: {eps_3d.mean():.3f} eV")
print(f"core (1s to 3p) exchange on 3d, exact: {core_exact:.3f} eV")
print(f"core (1s to 3p) exchange on 3d, LDA: {core_lda:.3f} eV")
print(f"exact minus LDA: {core_exact - core_lda:.3f} eV")
print(f"hybrid mixing fraction: {MIXING:.2f}")
print(f"first-order 3d shift missed by the hybrid: {hybrid_shift:.3f} eV")
print(f"screening parameter: {OMEGA:.2f} 1/bohr = {OMEGA / BOHR_NM:.3f} 1/nm")
print(f"long-range part of 3d-3p exchange: {E_long * 1000:.2f} meV")
print(f"scalar-relativistic G1, G3: {G1_rel:.3f}, {G3_rel:.3f} eV")
print(f"change of exchange, scalar relativity: {E_rel - E_formula:+.3f} eV")
print(f"Ga3+ G1, G3: {G1_3plus:.3f}, {G3_3plus:.3f} eV")
print(f"change of exchange, Ga+ to Ga3+: {E_3plus - E_formula:+.3f} eV")
print(f"change of exchange, smaller basis: {E_small - E_formula:+.4f} eV")
print("tests ok")
```

Output:

```
angular coefficient of G1, filled 3p: 0.400000
angular coefficient of G3, filled 3p: 0.257143
d_z2 with p_x: G1 coef 0.066667, G3 coef 0.073469, -K = -2.198 eV
d_z2 with p_y: G1 coef 0.066667, G3 coef 0.073469, -K = -2.198 eV
d_z2 with p_z: G1 coef 0.266667, G3 coef 0.110204, -K = -6.585 eV
Ga+ basis functions: 109
Ga+ virial ratio -V/T: 2.0000049
mean radius 3s: 0.0349 nm
mean radius 3p: 0.0362 nm
mean radius 3d: 0.0416 nm
mean radius 4s: 0.1241 nm
G1(3p,3d): 19.725 eV
G3(3p,3d): 12.021 eV
G1 term -(2/5)G1: -7.890 eV
G3 term -(9/35)G3: -3.091 eV
3d-3p exchange, formula: -10.9812 eV
3d-3p exchange, formula: -1.7594 aJ
3d-3p exchange, four-centre integrals: -10.9812 eV
largest difference over the five 3d: 1.2e-11 eV
G2(3s,3d): 14.948 eV
3d exchange with 1s: -0.018 eV
3d exchange with 2s: -1.282 eV
3d exchange with 2p: -3.719 eV
3d exchange with 3s: -2.990 eV
3d exchange with 3p: -10.981 eV
3d exchange with 3d (with self-term): -38.993 eV
3d exchange with 4s: -0.228 eV
3d orbital energy in Ga+: -40.687 eV
core (1s to 3p) exchange on 3d, exact: -18.989 eV
core (1s to 3p) exchange on 3d, LDA: -10.474 eV
exact minus LDA: -8.516 eV
hybrid mixing fraction: 0.25
first-order 3d shift missed by the hybrid: -2.129 eV
screening parameter: 0.11 1/bohr = 2.079 1/nm
long-range part of 3d-3p exchange: -5.12 meV
scalar-relativistic G1, G3: 19.740, 12.016 eV
change of exchange, scalar relativity: -0.005 eV
Ga3+ G1, G3: 19.914, 12.151 eV
change of exchange, Ga+ to Ga3+: -0.109 eV
change of exchange, smaller basis: +0.0035 eV
tests ok
```
